\section*{Linear magnetoresistance in a random network of four-terminal Hall discs}

\section{Definitions and conventions}

The Parish--Littlewood network represents a patchy conducting film by discs of equal size joined on a square lattice. Each disc is homogeneous, with resistivity $\rho$, thickness $t$, sheet resistance $s=\rho/t$ and mobility $\mu$. The magnetic field $B$ points along $+\hat z$ and $\beta=\mu B$, where $\mu$ is positive for positive carriers and negative for electrons. Conduction is local, linear and classical:
\begin{equation}
\mathbf E=\rho\,(\mathbf J+\beta\,\hat z\times\mathbf J).
\label{ohm}
\end{equation}
A homogeneous disc material thus has no magnetoresistance of its own.

The terminals $L,B,R,T$ (left, bottom, right, top) follow each other anticlockwise. Each has angular width $\Delta\le\pi/2$ and carries a uniform current density. $I_k$ is the current \emph{into} the disc at terminal $k$, and $V_k$ is the potential averaged over that terminal. With this average, $\sum_kV_kI_k$ is the power delivered to the disc.

The network is periodic in both directions, so no external contacts distort the flow. $J_x,J_y$ denote mean currents per disc to the right and upward. The bulk resistance $R_{xx}$ is the mean potential drop per disc along $x$ for $J_x=1$, $J_y=0$. SI units are used, with resistances quoted in units of $s$ where convenient.

\section{One disc}

Charge conservation gives $\nabla\cdot\mathbf J=0$, and a static field has $\nabla\times\mathbf E=0$. Since $[\nabla\times(\hat z\times\mathbf J)]_z=\nabla\cdot\mathbf J=0$, Eq.~\eqref{ohm} gives $\nabla\times\mathbf J=0$. With the boundary current prescribed, $\mathbf J$ is therefore the same at every $B$. The field adds a Hall potential but does not redistribute current inside a disc.

Let current $I$ enter at angle $\theta'$ and leave uniformly around the rim. These uniform sinks cancel when all terminal currents, whose sum is zero, are superposed. With $\delta=\theta-\theta'$ and disc radius $a$, the zero-field potential is
\begin{equation}
\Phi=\frac{sI}{\pi}\sum_{n\ge1}\Big(\frac ra\Big)^n\frac{\cos n\delta}{n}.
\end{equation}
It is harmonic, and its inward rim current $\rho^{-1}\partial_r\Phi$ is $(I/\pi at)\sum\cos n\delta$, which is the point source minus the uniform sink.

For the Hall part, the tangential component of Eq.~\eqref{ohm} gives $\partial_\theta V_H=-a\rho\beta J_r$. The inward density is $-J_r$, so $V_H$ rises by $s\beta I_k$ on passing anticlockwise through terminal $k$. For the point source, $V_H=s\beta I(1/2-\delta/2\pi)$ for $0<\delta<2\pi$.

Averaging over the source width and the detector width multiplies each cosine twice by $\sin(n\Delta/2)/(n\Delta/2)$. The sawtooth is linear around a quarter turn and odd about $\delta=0$ and $\delta=\pi$, so its averages there are $\pm1/4$ and zero. Hence
\begin{align}
V&=zI+\text{constant},\qquad z=s(G+\beta A),\\
G_{ij}&=g_{i-j},\quad g_q=\frac1\pi\sum_{n\ge1}\frac{\cos(nq\pi/2)}{n}
\left[\frac{\sin(n\Delta/2)}{n\Delta/2}\right]^2,\\
A_{ij}&=S_{i-j},\quad (S_0,S_1,S_2,S_3)=(0,\tfrac14,0,-\tfrac14),
\end{align}
with indices modulo four and $g_3=g_1$. For $\Delta=45^\circ$, summing the series gives $g_0=0.5557$, $g_1=-0.1018$ and $g_2=-0.2165$.

Now send $J_x$ to the right and $J_y$ upward: $I=(J_x,J_y,-J_x,-J_y)$. Then
\begin{align}
V_L&=s[g_0J_x+(g_1-\tfrac\beta4)J_y-g_2J_x-(g_1+\tfrac\beta4)J_y]\nonumber\\
&=s[(g_0-g_2)J_x-\tfrac\beta2J_y],
\end{align}
and $V_R=-V_L$. The vertical pair follows in the same way:
\begin{equation}
V_L-V_R=R_0J_x-hJ_y,\qquad V_B-V_T=R_0J_y+hJ_x,
\label{drops}
\end{equation}
where $R_0=2s(g_0-g_2)=1.544\,s$ and $h=s\beta$. $R_0$ exceeds $s$ because current crowds at the terminals.

\section{Two discs by hand}

Repeat a pair of discs, $A$ on the left and $B$ on the right, in both directions. Both have sheet resistance $s$; their Hall resistances are $h_A=\bar h+d$ and $h_B=\bar h-d$. Drive $J_x=1$ through each. The net vertical current is zero, but current $p$ may flow down through $A$ and up through $B$.

The joints above and below the pair belong to one connected network, and the potential must return to its value around the opening between the columns. The vertical drops are therefore equal:
\begin{equation}
-R_0p+\bar h+d=R_0p+\bar h-d
\quad\Longrightarrow\quad p=\frac d{R_0}.
\end{equation}
The common Hall resistance has cancelled; the difference drives an eddy. By Eq.~\eqref{drops}, the horizontal drops are $R_0+(\bar h+d)p$ in $A$ and $R_0-(\bar h-d)p$ in $B$. Their mean is
\begin{equation}
R_{xx}=R_0+dp=R_0+\frac{d^2}{R_0}.
\label{two}
\end{equation}
The heat agrees: each disc dissipates $R_0(1+p^2)$, which is the same expression. The extra resistance is the Joule heat of the eddy.

Since $d\propto B$, this layered pair has a quadratic magnetoresistance without limit. Along $y$ the same layers give $R_{yy}=R_0$: there $J_x=0$ in every disc, so the vertical drops contain no Hall term and no eddy is driven. These layers therefore give a quadratic law or none; the linear law found below is for networks disordered in both directions.

\section{The general network equations}

Give each opening between four discs a loop variable $\psi$. A disc touches four openings, $LL,LR,UR,UL$ (lower left, and so on). Set
\begin{align}
I_L&=\psi_{UL}-\psi_{LL}+J_x, & I_B&=\psi_{LL}-\psi_{LR}+J_y,\nonumber\\
I_R&=\psi_{LR}-\psi_{UR}-J_x, & I_T&=\psi_{UR}-\psi_{UL}-J_y.
\label{loops}
\end{align}
Each disc's currents sum to zero, and what leaves one disc enters its neighbour, so conservation is built in. Write Eq.~\eqref{loops} for disc $q$ as $I_q=D_q\psi+F$, where $F$ holds the mean current. In the two-disc example, $p$ is the difference of the two loop variables.

What remains is that the potential drops around each opening sum to zero:
\begin{equation}
\sum_qD_q^Tz_q(D_q\psi+F)=0.
\label{network}
\end{equation}
The unknown constant in each disc's potential drops out because the entries in each column of $D_q$ sum to zero. The algorithm is:
\begin{enumerate}
\item Choose $s_q$ and $\mu_q$, and form $z_q=s_q(G+\mu_qBA)$.
\item Add each $4\times4$ block $D_q^Tz_qD_q$ to the sparse loop matrix, and $-D_q^Tz_qF$ to the right-hand side.
\item Set one $\psi$ to zero, since a common constant carries no current, and solve by sparse LU factorization.
\item With $F=F_x=(1,0,-1,0)$, obtain $R_{xx}=\langle F_x^Tz_qI_q\rangle$, averaged over discs.
\end{enumerate}
Multiplying Eq.~\eqref{network} by $\psi^T$ allows $F_x$ in step 4 to be replaced by $I_q$. As $A$ is antisymmetric, $I^TAI=0$, so
\begin{equation}
R_{xx}=\langle s_qI_q^TGI_q\rangle .
\label{heat}
\end{equation}
The field raises $R_{xx}$ by altering the currents between discs. The numerical results below average $R_{xx}$ and $R_{yy}$.

\section{Random mobility alone is not enough}

Suppose all discs share one Hall resistance $h$, while $s_q$ varies freely. Let $\Psi$ be the total stream function, that is $\psi$ plus the part describing the mean current. Passing anticlockwise through the left terminal leads from $UL$ to $LL$. There $V_H$ rises by $hI_L=h(\Psi_{UL}-\Psi_{LL})$, and the other terminals behave alike. Thus $V_H=-h\Psi+$ constant.

Both discs at a joint see the same two values of $\Psi$. The zero-field currents, with $-h\Psi$ added to the potentials, therefore solve the problem at any $B$. For current along $x$, $\Psi$ has a mean slope only along $y$, so the Hall resistance gains $h$ and $R_{xx}$ is unchanged.

This settles the case of uniform carrier density $n$. For positive carriers $s=1/(ne\mu t)$, so $s\beta=B/(net)$ whatever the mobility; for electrons the sign of $h$ reverses. Random mobility then produces no bulk magnetoresistance in this model.

From here on $s$ is held fixed while $\mu$ varies, which requires $n\propto1/|\mu|$. Write $\beta_q=\bar\beta+x_q$. The mean drops out by the argument just given. The field enters through the spread $\sigma=\sigma_\mu B$, where $\sigma_\mu$ is the standard deviation of mobility. Carriers of both signs are not needed.

\section{Weak field: a quadratic rise}

Set $s=1$ and let the $x_q$ be independent. In a uniform network $\psi=0$. To first order in $x$, with $K_0=\sum_qD_q^TGD_q$,
\begin{equation}
K_0\psi=-\sum_qx_qD_q^TAF_x .
\end{equation}
In $R_{xx}=\langle F_x^T(G+x_qA)(F_x+D_q\psi)\rangle$, the term $F_x^TAF_x$ vanishes by antisymmetry. The term $F_x^TGD_q\psi$ sums to zero because $\psi=0$ solves the uniform network. There remains $\langle x_qF_x^TAD_q\psi\rangle$. Using $F_x^TA=-(AF_x)^T$ and averaging over independent $x_q$,
\begin{equation}
R_{xx}-R_0=\sigma^2(AF_x)^T\big[D_qK_0^{-1}D_q^T\big](AF_x)
=\frac{\Gamma\sigma^2}{2}.
\label{weak}
\end{equation}
Here $AF_x=(0,\tfrac12,0,-\tfrac12)$ has squared length $1/2$. It is a dipole pattern, on which the bracket acts as a number $\Gamma$ by the fourfold symmetry.

To find $\Gamma$, insert plane waves for $\psi$, with $S_x=\sin(k_x/2)$ and $S_y=\sin(k_y/2)$. The squared terminal currents of a disc sum to $8(S_x^2+S_y^2)$. The quadrupole pattern $(1,-1,1,-1)/2$ holds $W_q=16S_x^2S_y^2$ of this, and the two dipole patterns share the rest, $W_d$. The matrix $G$ multiplies dipoles by $\lambda_d=g_0-g_2=0.772$ and the quadrupole by $\lambda_q=g_0-2g_1+g_2=0.543$. Therefore
\begin{equation}
\Gamma(\lambda)=\left\langle\frac{W_d/2}{\lambda W_d+\lambda_qW_q}\right\rangle_{\mathbf k},
\qquad \Gamma(\lambda_d)=0.443 .
\label{gamma}
\end{equation}
Equation~\eqref{weak} predicts a coefficient $0.221$. Direct solution of $48\times48$ networks, averaged over eight arrangements at $\sigma=0.05$, gives $0.224$. In these and all later networks, evenly spaced values from a uniform mobility distribution are assigned to the discs at random.

\section{Strong field: the linear law}

When $\sigma\gg1$ the expansion fails. An effective-medium approximation replaces the surroundings of one disc by a uniform network with dipole constant $\lambda$, to be found. The quadrupole constant stays at $\lambda_q$ because $A$ gives zero on that pattern. On rotating dipole patterns $A$ acts as $\pm i/2$, so the disc differs from its surroundings by
\begin{equation}
\epsilon=\lambda_d-\lambda\pm ix/2 .
\end{equation}
Let $K$ be the loop matrix of the uniform medium and $I^{(0)}$ the current without the difference. By the loop equations, the additional voltage $\epsilon I$ in disc $q$ changes the loop variables by $-K^{-1}D_q^T\epsilon I$, and so the disc's own current by $-D_qK^{-1}D_q^T\epsilon I=-\Gamma\epsilon I$. Hence $I=I^{(0)}-\Gamma\epsilon I$, or $I=I^{(0)}/(1+\Gamma\epsilon)$. The medium is chosen so that the additional voltage averages to zero:
\begin{equation}
\left\langle\frac{\epsilon}{1+\Gamma(\lambda)\epsilon}\right\rangle=0,
\qquad R_{xx}=2\lambda .
\label{ema}
\end{equation}

At strong field $\lambda$ is large, so $\lambda_d$ and $\lambda_q$ can be dropped and Eq.~\eqref{gamma} gives $\Gamma\to1/(2\lambda)$. With $r=2\lambda$ and the upper sign, $\epsilon=(-r+ix)/2$ and $1+\Gamma\epsilon=(r+ix)/(2r)$. Thus
\begin{equation}
\frac{\epsilon}{1+\Gamma\epsilon}=r\,\frac{-r+ix}{r+ix}
=r\,\frac{x^2-r^2+2irx}{x^2+r^2}.
\end{equation}
For a symmetric distribution the imaginary part averages to zero. The real part requires
\begin{equation}
\left\langle\frac{r^2}{x^2+r^2}\right\rangle=\frac12 .
\end{equation}
Doubling every $x$ doubles $r$: the resistance is proportional to $B$. For $x$ uniform between $-w$ and $w$, the integral is $(r/w)\arctan(w/r)=1/2$. With $y=w/r$ this reads $\arctan y=y/2$, so $y=2.331$. Since $w=\sqrt3\,\sigma$, $R_{xx}\to0.743\,s\,\sigma_\mu B$.

The full network, again $48\times48$ with eight arrangements, can be compared with the numerical root of Eq.~\eqref{ema}:
\begin{center}
\begin{tabular}{rcc}
$\sigma_\mu B$ & network $R_{xx}/s$ & effective medium\\
5 & $4.14\pm0.01$ & 4.10\\
10 & $7.69\pm0.05$ & 7.58\\
20 & $15.1\pm0.1$ & 14.8\\
40 & $30.2\pm0.3$ & 29.4\\
80 & $61.4\pm0.8$ & 58.9
\end{tabular}
\end{center}
The uncertainties are standard errors over arrangements. Between spreads 20 and 80 the network resistance grows as $B^{1.01}$. At spread 80, $24\times24$ networks give a value 5.7\% lower, so a deviation of a few per cent from linearity or from the approximation is not resolved. The evidence concerns this network; it does not prove a linear law for every smoothly varying medium.

\section{Where a finite network stops}

For fixed $s$, Eq.~\eqref{network} has the form $(K_0+BK_a)\psi=-Bf$ with $K_a$ antisymmetric. If $f$ has no component along the null vectors of $K_a$, then $\psi$ tends to a finite limit, and by Eq.~\eqref{heat} $R_{xx}$ saturates. If it has one, $\psi\propto B$ and $R_{xx}\propto B^2$. The two-disc layer is of the second kind: its single loop equation has $K_a=0$.

Random networks behaved as the first kind. Over fifteen $6\times6$ arrangements the median was $122\,s$ at both $\sigma=3\times10^4$ and $10^5$. For fifteen $18\times18$ arrangements it was about $3700\,s$ at $10^5$, still far below the linear extrapolation of $74\,000\,s$. The saturation values are broadly spread, so these medians fix only the order of magnitude: other sets of fifteen arrangements give medians from about 60 to $210\,s$ for $6\times6$ and from about 2800 to $10\,600\,s$ for $18\times18$. Non-saturating growth is thus a statement about networks enlarged before the field is taken to infinity.

\section{A patchy InAs film}

Take an n-type InAs film at 300 K with rough parameters: thickness $2\,\mu$m, patches $20\,\mu$m across, and mobility magnitudes uniform from 5000 to 35\,000 cm$^2$/Vs. The mean is 20\,000 cm$^2$/Vs, where $n=10^{17}$ cm$^{-3}$. The lowest mobilities represent strongly disordered patches; the highest are optimistic for doped InAs at room temperature. Then
\begin{align}
s&=\frac1{(10^{23})(1.602\times10^{-19})(2)(2\times10^{-6})}\,\Omega
=15.6\ \Omega,\\
\sigma_\mu&=\frac{3.5-0.5}{\sqrt{12}}=0.866\ \mathrm{m^2/Vs}.
\end{align}
With $45^\circ$ terminals the network's zero-field resistance is $1.544\times15.6=24.1\ \Omega$ per square; a continuous film with the same $s$ everywhere would have $15.6\ \Omega$. The network gives $26.5$, $32.5$, $40.2$, $48.7$ and $57.6\ \Omega$ at 1, 2, 3, 4 and 5 T. The last is a rise of 139\%. This percentage illustrates the mechanism and is not a prediction for a given film: it depends on the chosen terminal width, being about 91\% for $20^\circ$ and 225\% for $90^\circ$, mainly because $R_0$ changes. In a continuous film of touching square patches with the same $s$ and mobilities, the resistance at 5 T is nearly four times its zero-field value. The slope over the last tesla is $8.9\ \Omega$/T, approaching the effective-medium limit $0.743\times0.866\times15.6=10.0\ \Omega$/T. With the same mobilities but uniform density, the rise in this model is zero.

Fixed $s$ makes the density run from $5.7\times10^{16}$ to $4\times10^{17}$ cm$^{-3}$, and a real film need not follow this rule. Halving the mobility spread at fixed $s$ has the same effect as halving $B$: the 5 T rise would fall to the 2.5 T value, between 35\% and 67\%.

Energy-dependent scattering is neglected and can be important. At high field a homogeneous patch has $\sigma_{xx}\propto\langle1/\tau\rangle/B^2$ and $\sigma_{xy}=ne/B$ in magnitude, so its resistivity saturates at $\langle\tau\rangle\langle1/\tau\rangle$ times the zero-field value. With Fermi statistics and a parabolic band this adds 9\% for $\tau\propto E^{-1/2}$ but 137\% for $\tau\propto E^{3/2}$. These are high-field limits for a patch of mean density and mobility. In the second case the rise at 5 T is about 82\%, still comparable with the network effect. Landau quantization also matters there: with the band-edge mass $0.023\,m_e$ the cyclotron energy is 25 meV, against a thermal energy of 26 meV and a zero-temperature Fermi energy of 34 meV at the mean density; in the patches of lowest density the Fermi energy is about 24 meV, slightly below the cyclotron energy. The nonparabolic band of InAs lowers the cyclotron energy by roughly 15\% and the Fermi energy by roughly 8\%. The classical curve is marginal at its upper end. A surface layer of roughly $10^{12}$ electrons per cm$^2$ would add 5\% to the film's sheet density. The mean free path in the patches of highest mobility, roughly 0.4 to $0.6\,\mu$m at 300 K for the scattering laws above, is well below the patch size, as local conduction requires.

Numbers in the example were calculated in double precision.
